**Unequal electron and hole lifetimes at a charged trap level**

In steady state a trap level removes electrons and holes at one net rate U, but the lifetimes τ_n = Δn/U and τ_p = Δp/U differ whenever light changes the trap charge. For one level, Δp/Δn = [D + N c_n(1−f0)]/[D + N c_p f0] with D = c_n(n+n1) + c_p(p+p1); here N is the trap density, f0 its equilibrium filling, c_n and c_p are the capture coefficients, and n1 and p1 are the carrier densities with the Fermi level at the trap. The program solves the raw capture and emission balance numerically and asserts that it agrees with this ratio, the recombination rate and the weak-injection lifetimes in 40 varied cases. It also asserts equal excess densities for balanced capture, the limits of few traps and strong injection, and the link between pulse-decay areas and steady-state lifetimes. For n-type silicon with 10¹⁶ cm⁻³ gold and rough parameters, the output shows lifetimes of 26.0 ns for electrons and 1.0 ns for holes at identical capture rates. A photoconductance reading that assumes Δn = Δp would report 19.3 ns. The printed estimates of neglected effects show that gold's second level hardly matters in weak light but shortens both lifetimes about sevenfold at Δn = 10¹⁷ cm⁻³.

## Check in Python

```python
"""
Result under test: in steady state, trap recombination removes electrons and
holes at one rate U, yet the lifetimes tau_n = dn/U and tau_p = dp/U differ
whenever light changes the trap charge. For one trap level, at any injection,
  dp/dn = [D + Nt*cn*(1-f0)] / [D + Nt*cp*f0],
  D = cn*(n+n1) + cp*(p+p1).
Symbols: n, p carrier densities; dn, dp their excesses; Nt trap density;
f0 equilibrium filling; cn, cp capture coefficients; n1, p1 densities with
the Fermi level at the trap; ni intrinsic density. Units: cm^-3, s, eV, cm.
The reference side solves the raw capture-emission balance numerically.
"""
import numpy as np
from types import SimpleNamespace
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def make_case(cn, cp, Nt, n0, n1, ni):
    return SimpleNamespace(cn=cn, cp=cp, Nt=Nt, n0=n0, n1=n1, ni=ni,
                           p0=ni**2 / n0, p1=ni**2 / n1,
                           f0=n0 / (n0 + n1), empty0=Nt * n1 / (n0 + n1))


def net_captures(c, dn, dp, second=None):
    """Raw net electron and hole capture; trap charge follows neutrality.
    second = (cn, cp, n1, p1) of an added donor level of the same centre,
    whose positive state is kept in balance with the neutral state."""
    n, p = c.n0 + dn, c.p0 + dp
    if second is None:
        empty = c.empty0 + dn - dp
        filled = c.Nt - empty
        extra_n = extra_p = 0.0
    else:
        cnd, cpd, n1d, p1d = second
        r = (cpd * p + cnd * n1d) / (cnd * n + cpd * p1d)
        r0 = (cpd * c.p0 + cnd * n1d) / (cnd * c.n0 + cpd * p1d)
        empty = (c.empty0 * (1 + 2 * r0) + dn - dp) / (1 + 2 * r)
        filled = c.Nt - empty * (1 + r)
        extra_n = cnd * (n * r - n1d) * empty
        extra_p = cpd * (p - p1d * r) * empty
    un = c.cn * (n * empty - c.n1 * filled) + extra_n
    up = c.cp * (p * filled - c.p1 * empty) + extra_p
    return un, up


def steady_holes(c, dn, second=None):
    """Excess holes for which both raw capture rates agree."""
    def mismatch(dp):
        un, up = net_captures(c, dn, dp, second)
        return un - up
    most_released = c.Nt * c.f0 + (c.Nt if second else 0.0)
    low = max(0.0, dn - most_released)
    return brentq(mismatch, low, dn + c.empty0,
                  xtol=1e-30, rtol=1e-14, maxiter=500)


def steady_lifetimes(c, dn, second=None):
    dp = steady_holes(c, dn, second)
    rate = net_captures(c, dn, dp, second)[0]
    return dn / rate, dp / rate


def steady_at_generation(c, G, second=None):
    def miss(log_dn):
        dn = np.exp(log_dn)
        dp = steady_holes(c, dn, second)
        return net_captures(c, dn, dp, second)[0] / G - 1
    dn = np.exp(brentq(miss, np.log(1e9), np.log(1e16), xtol=1e-12))
    return dn, steady_holes(c, dn, second)


def ratio_formula(c, dn, dp):
    D = c.cn * (c.n0 + dn + c.n1) + c.cp * (c.p0 + dp + c.p1)
    return ((D + c.Nt * c.cn * (1 - c.f0)) / (D + c.Nt * c.cp * c.f0))


def weak_lifetimes_formula(c):
    S = c.n0 + c.p0 + c.Nt * c.f0 * (1 - c.f0)
    den = c.cn * c.cp * c.Nt * S
    tn = c.cn * (c.n0 + c.n1) + c.cp * (c.p0 + c.p1 + c.Nt * c.f0)
    tp = c.cn * (c.n0 + c.n1 + c.empty0) + c.cp * (c.p0 + c.p1)
    return tn / den, tp / den


# Tests on varied dimensionless cases: weak and strong injection.
rng = np.random.default_rng(4)
signs = set()
for _ in range(40):
    cn, cp, n0, n1 = 10 ** rng.uniform(-0.7, 0.7, 4)
    c = make_case(cn, cp, 30 ** rng.uniform(0, 1), n0, n1, 1.0)
    tiny = 1e-7 * min(c.n0, c.p0, c.Nt * c.f0, c.empty0)
    assert np.allclose(steady_lifetimes(c, tiny),
                       weak_lifetimes_formula(c), rtol=1e-3)
    dn = 10 ** rng.uniform(-1, 2)
    dp = steady_holes(c, dn)
    assert abs(dp / dn / ratio_formula(c, dn, dp) - 1) < 1e-8
    n, p = c.n0 + dn, c.p0 + dp
    srh = (c.Nt * cn * cp * (n * p - 1.0)
           / (cn * (n + c.n1) + cp * (p + c.p1)))
    assert abs(net_captures(c, dn, dp)[0] / srh - 1) < 1e-7
    assert np.sign(dp - dn) == np.sign(cn * (1 - c.f0) - cp * c.f0)
    signs.add(np.sign(dp - dn))
assert signs == {-1.0, 1.0}

# Many traps with large static filling, but balanced capture: equal excesses.
balanced = make_case(1.0, 3.0, 50.0, 1.0, 3.0, 1.0)
balanced_error = max(abs(steady_holes(balanced, x) / x - 1)
                     for x in (1e-3, 0.1, 1.0, 10.0, 1000.0))
assert balanced_error < 1e-9

# Gold in n-type silicon; rough typical parameters.
T = 300.0
kT = const.k * T / const.e
Nc, Nv, gap = 2.9e19, 2.7e19, 1.12
ni = np.sqrt(Nc * Nv) * np.exp(-gap / (2 * kT))
donors, gold_density = 3e16, 1e16
depth = 0.55
cn, cp = 2e-9, 1e-7
n1 = Nc * np.exp(-depth / kT)


def equilibrium_electrons(Nt):
    def charge(EF):  # EF measured from the valence-band edge
        n = Nc * np.exp((EF - gap) / kT)
        p = Nv * np.exp(-EF / kT)
        f = 1 / (1 + np.exp((gap - depth - EF) / kT))
        return p + donors - n - Nt * f
    EF = brentq(charge, 0.0, gap, xtol=1e-14)
    return Nc * np.exp((EF - gap) / kT)


gold = make_case(cn, cp, gold_density,
                 equilibrium_electrons(gold_density), n1, ni)

wavelength, irradiance, alpha = 980e-9, 1.0, 100.0
photon_energy = const.h * const.c / wavelength
flux = irradiance / photon_energy
G = alpha * flux
dn, dp = steady_at_generation(gold, G)
un, up = net_captures(gold, dn, dp)
tau_n, tau_p = dn / G, dp / G
weak_n, weak_p = weak_lifetimes_formula(gold)
assert abs(un / G - 1) < 1e-6 and abs(up / G - 1) < 1e-6
assert abs(tau_n / weak_n - 1) < 5e-3 and abs(tau_p / weak_p - 1) < 5e-3
hole_wait = 1 / (cp * gold.Nt)
electron_wait = 1 / (cn * gold.n0)
assert abs(weak_p / hole_wait - 1) < 1e-3
assert abs(weak_n / (hole_wait + electron_wait) - 1) < 1e-3


# Gold density at which the two weak-injection lifetimes differ twofold.
def twofold(log_Nt):
    Nt = np.exp(log_Nt)
    c = make_case(cn, cp, Nt, equilibrium_electrons(Nt), n1, ni)
    return 1e10 / steady_holes(c, 1e10) - 2


Nt_twofold = np.exp(brentq(twofold, np.log(1e13), np.log(1e16)))
assert abs(Nt_twofold / (donors * cn / (cn + cp)) - 1) < 2e-3

# Few traps: the two lifetimes merge into the usual common one.
few = make_case(cn, cp, 1e12, equilibrium_electrons(1e12), n1, ni)
few_n, few_p = steady_lifetimes(few, 1e8)
common = ((few.n0 + n1) / (cp * few.Nt)
          + (few.p0 + few.p1) / (cn * few.Nt)) / (few.n0 + few.p0)
assert abs(few_n / common - 1) < 5e-3 and abs(few_p / common - 1) < 5e-3

# Strong-injection limit of the one-level model.
strong_limit = 1 / (cn * gold.Nt) + 1 / (cp * gold.Nt)
assert np.allclose(steady_lifetimes(gold, 1e21), strong_limit, rtol=1e-3)

# Decay after a short weak pulse: common decay times, different areas.
pulse = 1e12


def decay(t, y):  # time in ns, densities divided by the pulse density
    loss_n, loss_p = net_captures(gold, y[0] * pulse, y[1] * pulse)
    return [-loss_n * 1e-9 / pulse, -loss_p * 1e-9 / pulse, y[0], y[1]]


run = solve_ivp(decay, (0, 600), [1, 1, 0, 0], method="Radau",
                t_eval=[0, 5, 100, 150, 600], rtol=1e-8, atol=1e-12)
assert run.success
area_n, area_p = run.y[2, -1], run.y[3, -1]
tail = 50 / np.log(run.y[0, 2] / run.y[0, 3])
trace = (cn * (gold.n0 + n1 + gold.empty0)
         + cp * (gold.p0 + gold.p1 + gold.Nt * gold.f0))
det = cn * cp * gold.Nt * (gold.n0 + gold.p0
                           + gold.Nt * gold.f0 * (1 - gold.f0))
slow = (trace + np.sqrt(trace**2 - 4 * det)) / (2 * det)
fast = 1 / (det * slow)
assert abs(area_n / (weak_n * 1e9) - 1) < 2e-3
assert abs(area_p / (weak_p * 1e9) - 1) < 2e-3
assert abs(tail / (slow * 1e9) - 1) < 2e-3
loss5 = net_captures(gold, run.y[0, 1] * pulse, run.y[1, 1] * pulse)
assert abs(loss5[0] / loss5[1] - 1) > 0.1

# Photoconductance read with the false assumption dn = dp.
mu_n, mu_p = 1100.0, 400.0
d_sigma = const.e * (mu_n * dn + mu_p * dp)
apparent = d_sigma / (const.e * (mu_n + mu_p) * G)
assert tau_p < apparent < tau_n

# Sizes of neglected effects; all coefficients are rough.
p1d = Nv * np.exp(-0.35 / kT)
second = (6e-8, 2e-8, ni**2 / p1d, p1d)
dn2, dp2 = steady_at_generation(gold, G, second)
strong_one = steady_lifetimes(gold, 1e17)
strong_two = steady_lifetimes(gold, 1e17, second)
width = 3e-4
eps = 11.7 * const.epsilon_0
debye = np.sqrt(eps * const.k * T / (const.e**2 * gold.n0 * 1e6))
neutral_donor = 1 / (1 + Nc / (2 * gold.n0) * np.exp(-0.045 / kT))
donor_store = donors * neutral_donor * (1 - neutral_donor) / gold.n0
kT_hot = const.k * 350 / const.e
n1_hot = Nc * (350 / T)**1.5 * np.exp(-depth / kT_hot)

print(f"T = {T:.0f} K, kT = {kT:.5f} eV, gap = {gap:.2f} eV")
print(f"Nc = {Nc:.2e}, Nv = {Nv:.2e}, ni = {ni:.3e} cm^-3")
print(f"donors = {donors:.1e}, gold Nt = {gold.Nt:.1e} cm^-3")
print(f"trap depth below conduction band = {depth:.2f} eV")
print(f"cn = {cn:.1e}, cp = {cp:.1e} cm^3/s")
print(f"n0 = {gold.n0:.4e}, p0 = {gold.p0:.3e} cm^-3")
print(f"n1 = {n1:.3e}, p1 = {gold.p1:.3e} cm^-3")
print(f"equilibrium empty fraction 1-f0 = {1 - gold.f0:.3e}")
print(f"wavelength = {wavelength*1e9:.0f} nm, light = {irradiance:.1f} W/cm^2")
print(f"photon energy = {photon_energy/const.e:.3f} eV")
print(f"absorption = {alpha:.0f} cm^-1, flux = {flux:.3e} cm^-2 s^-1")
print(f"G = {G:.4e} cm^-3 s^-1")
print(f"electron capture Un = {un:.4e} cm^-3 s^-1")
print(f"hole capture Up = {up:.4e} cm^-3 s^-1")
print(f"excess electrons dn = {dn:.4e} cm^-3")
print(f"excess holes dp = {dp:.4e} cm^-3")
print(f"change of trapped electrons = {dp - dn:.4e} cm^-3")
print(f"share of traps emptied = {(dn - dp)/gold.Nt*100:.3f} %")
print(f"raw tau_n = {tau_n*1e9:.3f} ns, tau_p = {tau_p*1e9:.4f} ns")
print(f"formula tau_n = {weak_n*1e9:.3f} ns, tau_p = {weak_p*1e9:.4f} ns")
print(f"ratio tau_n/tau_p = {tau_n/tau_p:.2f}")
print(f"hole wait 1/(cp Nt) = {hole_wait*1e9:.3f} ns")
print(f"electron wait 1/(cn n0) = {electron_wait*1e9:.3f} ns")
print(f"gold density for twofold ratio = {Nt_twofold:.3e} cm^-3")
print(f"that density / donors = {Nt_twofold/donors*100:.2f} %")
print(f"Nt = 1e12 cm^-3: tau_n = {few_n*1e6:.3f}, tau_p = {few_p*1e6:.3f} us")
for x in (1e14, 1e15, 1e16, 1e17, 1e18):
    a, b = steady_lifetimes(gold, x)
    print(f"one level, dn={x:.0e} cm^-3: tau_n={a*1e9:.2f}, "
          f"tau_p={b*1e9:.2f} ns")
print(f"one-level strong limit = {strong_limit*1e9:.2f} ns")
print(f"balanced test: static filled Nt*f0/n0 = "
      f"{balanced.Nt*balanced.f0/balanced.n0:.1f}")
print(f"balanced test: largest |dp/dn-1| = {balanced_error:.1e}")
print(f"pulse = {pulse:.0e} cm^-3; areas n, p = {area_n:.3f}, {area_p:.4f} ns")
print(f"decay times: slow = {slow*1e9:.3f}, fast = {fast*1e9:.4f} ns")
print(f"measured electron tail = {tail:.3f} ns")
print(f"5 ns after pulse: Un/Up = {loss5[0]/loss5[1]:.3f}")
print(f"mobilities n, p = {mu_n:.0f}, {mu_p:.0f} cm^2/Vs")
print(f"photoconductivity = {d_sigma:.3e} S/cm")
print(f"apparent single lifetime = {apparent*1e9:.2f} ns")
print(f"apparent / true hole lifetime = {apparent/tau_p:.2f}")
print(f"second level: dn {100*(dn2/dn-1):+.4f} %, dp {100*(dp2/dp-1):+.4f} %")
print(f"dn=1e17, one level: {strong_one[0]*1e9:.2f}, "
      f"{strong_one[1]*1e9:.2f} ns (n, p)")
print(f"dn=1e17, two levels: {strong_two[0]*1e9:.2f}, "
      f"{strong_two[1]*1e9:.2f} ns (n, p)")
print(f"radiative share of hole loss = {5e-15*gold.n0*tau_p:.1e}")
print(f"Auger share of hole loss = {3e-31*gold.n0**2*tau_p:.1e}")
print(f"surface share (1e3 cm/s, two faces) = {2e3*tau_p/width*100:.2f} %")
print(f"trap photoionization/G (1e-16 cm^2) = {1e-16*gold.Nt/alpha*100:.2f} %")
print(f"layer = {width*1e4:.1f} um, light drop across it = "
      f"{(1-np.exp(-alpha*width))*100:.2f} %")
print(f"Debye length = {debye*1e9:.1f} nm")
print(f"degeneracy measure n0/Nc = {gold.n0/Nc:.1e}")
print(f"neutral shallow donors = {neutral_donor*100:.2f} %")
print(f"donor-stored electrons per free excess one = {donor_store*100:.2f} %")
print(f"n1/n0 at 350 K = {n1_hot/gold.n0:.1e}")
print("verified")
```

Printed output:

```
T = 300 K, kT = 0.02585 eV, gap = 1.12 eV
Nc = 2.90e+19, Nv = 2.70e+19, ni = 1.095e+10 cm^-3
donors = 3.0e+16, gold Nt = 1.0e+16 cm^-3
trap depth below conduction band = 0.55 eV
cn = 2.0e-09, cp = 1.0e-07 cm^3/s
n0 = 2.0000e+16, p0 = 5.992e+03 cm^-3
n1 = 1.670e+10, p1 = 7.174e+09 cm^-3
equilibrium empty fraction 1-f0 = 8.352e-07
wavelength = 980 nm, light = 1.0 W/cm^2
photon energy = 1.265 eV
absorption = 100 cm^-1, flux = 4.933e+18 cm^-2 s^-1
G = 4.9334e+20 cm^-3 s^-1
electron capture Un = 4.9334e+20 cm^-3 s^-1
hole capture Up = 4.9334e+20 cm^-3 s^-1
excess electrons dn = 1.2820e+13 cm^-3
excess holes dp = 4.9396e+11 cm^-3
change of trapped electrons = -1.2326e+13 cm^-3
share of traps emptied = 0.123 %
raw tau_n = 25.985 ns, tau_p = 1.0013 ns
formula tau_n = 26.000 ns, tau_p = 1.0000 ns
ratio tau_n/tau_p = 25.95
hole wait 1/(cp Nt) = 1.000 ns
electron wait 1/(cn n0) = 25.000 ns
gold density for twofold ratio = 5.882e+14 cm^-3
that density / donors = 1.96 %
Nt = 1e12 cm^-3: tau_n = 10.017, tau_p = 10.000 us
one level, dn=1e+14 cm^-3: tau_n=25.89, tau_p=1.01 ns
one level, dn=1e+15 cm^-3: tau_n=24.92, tau_p=1.11 ns
one level, dn=1e+16 cm^-3: tau_n=21.28, tau_p=4.61 ns
one level, dn=1e+17 cm^-3: tau_n=42.77, tau_p=38.61 ns
one level, dn=1e+18 cm^-3: tau_n=50.03, tau_p=49.54 ns
one-level strong limit = 51.00 ns
balanced test: static filled Nt*f0/n0 = 12.5
balanced test: largest |dp/dn-1| = 2.2e-13
pulse = 1e+12 cm^-3; areas n, p = 25.999, 1.0001 ns
decay times: slow = 25.000, fast = 1.0000 ns
measured electron tail = 25.000 ns
5 ns after pulse: Un/Up = 5.020
mobilities n, p = 1100, 400 cm^2/Vs
photoconductivity = 2.291e-03 S/cm
apparent single lifetime = 19.32 ns
apparent / true hole lifetime = 19.30
second level: dn -0.0231 %, dp -0.0247 %
dn=1e17, one level: 42.77, 38.61 ns (n, p)
dn=1e17, two levels: 6.34, 5.60 ns (n, p)
radiative share of hole loss = 1.0e-07
Auger share of hole loss = 1.2e-07
surface share (1e3 cm/s, two faces) = 0.67 %
trap photoionization/G (1e-16 cm^2) = 1.00 %
layer = 3.0 um, light drop across it = 2.96 %
Debye length = 28.9 nm
degeneracy measure n0/Nc = 6.9e-04
neutral shallow donors = 0.78 %
donor-stored electrons per free excess one = 1.16 %
n1/n0 at 350 K = 2.2e-05
verified
```
